\section*{Surface Field and Band Bending in a Nonparabolic Indium Arsenide Accumulation Layer, part 2}

We seek the field $F_s$ just inside n-type InAs ($z>0$) when its bands bend down by an energy $\varphi(z)$, with $\varphi(0)=\varphi_s$ and $\varphi(\infty)=0$. The electron charge is $-e$, the field is $-\varphi'/e$, and the permittivity $\varepsilon$ includes $\varepsilon_0$.

With energy $E$ measured from the conduction edge, gap $E_g$, spin-orbit splitting $\Delta$ and coupling $pk$ between $s$-like conduction and $p$-like valence states, the Kane model without the free-electron term gives
\begin{equation}
E(E+E_g)(E+E_g+\Delta)=p^2k^2\left(E+E_g+\tfrac{2\Delta}{3}\right).
\label{eq:cubic}
\end{equation}
We approximate this by the two-band law, with edge mass $m^*$:
\begin{equation}
\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m^*},\qquad \alpha=\frac1{E_g}.
\label{eq:kane}
\end{equation}

The local (Thomas-Fermi) theory at zero temperature, without holes or exchange, uses the Fermi energy $\mu=\mu_b+\varphi$ above the local conduction edge, with $\mu_b$ in the bulk and $\mu_s=\mu_b+\varphi_s$ at the surface. The density is $n=k_F^3/3\pi^2=A\gamma(\mu)^{3/2}$, where $k_F$ is the local Fermi wavevector and $A=(2m^*/\hbar^2)^{3/2}/3\pi^2$. For donor density $N_D$, neutrality gives
\begin{equation}
\mu_b=\frac{-1+\sqrt{1+4\alpha\gamma_b}}{2\alpha}
=\frac{2\gamma_b}{1+\sqrt{1+4\alpha\gamma_b}} ,
\label{eq:mub}
\end{equation}
where $\gamma_b=\hbar^2(3\pi^2N_D)^{2/3}/2m^*$ is the parabolic bulk Fermi energy. Poisson's equation,
\begin{equation}
\frac{d^2\varphi}{dz^2}=\frac{e^2}{\varepsilon}\,[n(\mu_b+\varphi)-N_D],
\label{eq:poisson}
\end{equation}
then yields
\begin{equation}
F_s^2=\frac{2}{\varepsilon}\left[P(\mu_s)-P(\mu_b)-N_D\varphi_s\right].
\label{eq:field}
\end{equation}
Here $P(\mu)=\int_0^\mu n\,d\mu'$ is the electron pressure and $\varepsilon F_s^2/2$ the net stress. With $s=\sinh\theta$ and $c=\cosh\theta$,
\begin{equation}
P(\mu)=\frac{A}{128\,\alpha^{5/2}}\left(2s^3c-3sc+3\theta\right),
\qquad \theta=2\,\mathrm{arsinh}\sqrt{\alpha\mu}.
\label{eq:P}
\end{equation}

In the parabolic limit $\alpha\to0$, $\mu_b\to\gamma_b$ and
\begin{equation}
F_s^2=\frac{2A}{\varepsilon}\left[\frac25\left(\mu_s^{5/2}-\mu_b^{5/2}\right)
-\mu_b^{3/2}\varphi_s\right].
\label{eq:par}
\end{equation}
As $N_D\to0$, still without holes, this gives $F_s\propto\varphi_s^{5/4}$.

Q: How soon does the parabolic law fail?

A: Expand the density, $n\simeq A\mu^{3/2}(1+\frac32\alpha\mu)$, and integrate:
\begin{equation}
P\simeq A\left(\frac25\mu^{5/2}+\frac32\alpha\,\frac27\mu^{7/2}\right)
=\frac25A\mu^{5/2}\left(1+\frac{15}{14}\alpha\mu\right).
\end{equation}
In the same limit of vanishing donor density, with $\mu_b\to0$, the field is proportional to $\sqrt{P(\mu_s)}$, so its first correction factor is $1+\frac{15}{28}\alpha\mu_s$. A Fermi energy of one tenth of the gap already raises the field by about 5\% over the parabolic value at the same bending.

In the opposite, formal limit $\alpha\mu_s\gg1$, $n\simeq A\alpha^{3/2}\mu^3$ and $P\simeq A\alpha^{3/2}\mu^4/4$, so $F_s\propto\mu_s^2$. The exponent rises from $5/4$ towards $2$. I call the limit formal because the few-band model and the neglect of holes are not justified at such bending.

Q: For weak bending in doped material I expect ordinary linear screening.

A: For small $\varphi$, $n-N_D\simeq\varphi\,(dn/d\mu)_b$. The integral over $\varphi$ then gives
\begin{equation}
F_s=\frac{\varphi_s}{eL},\qquad
\frac1{L^2}=\frac{e^2}{\varepsilon}\left(\frac{dn}{d\mu}\right)_b
=\frac{3e^2N_D}{2\varepsilon\gamma_b}(1+2\alpha\mu_b).
\end{equation}
The last step uses $dn/d\mu=\frac32n\gamma'/\gamma$. At fixed $N_D$, $\gamma_b$ is the same in both models, so the ratio of Kane to parabolic field tends to $\sqrt{1+2\alpha\mu_b}$ as the bending vanishes. It does not tend to one, because the bulk electrons are already nonparabolic.

Q: Can you get the amount of charge and its depth without the profile?

A: Yes. Integrate Poisson's equation once over the layer, and then integrate it after multiplying by $z$:
\begin{align}
\frac{e^2}{\varepsilon}\int_0^\infty(n-N_D)\,dz&=-\varphi'(0)=eF_s,\\
\frac{e^2}{\varepsilon}\int_0^\infty z(n-N_D)\,dz
&=[z\varphi']_0^\infty-\int_0^\infty\varphi'\,dz=\varphi_s .
\end{align}
The boundary term vanishes provided $\varphi'$ falls faster than $1/z$; in the local theory it decays exponentially in the doped bulk. The excess sheet density and the mean depth of the excess are therefore
\begin{equation}
N_s=\frac{\varepsilon F_s}{e},\qquad \bar z=\frac{\varphi_s}{eF_s}.
\label{eq:moments}
\end{equation}
Beyond that condition, neither relation uses the Thomas-Fermi density, so both survive if a better density that meets it is used.

Q: Show me numbers.

A: I take rough InAs values: $m^*=0.025\,m_0$, $E_g=0.35$ eV and relative permittivity 15, so $\alpha=2.857$ eV$^{-1}$. I choose $N_D=10^{17}$ cm$^{-3}$ and $\varphi_s=0.20$ eV.

The parabolic bulk Fermi energy is $\gamma_b=0.03142$ eV. Equation~\eqref{eq:mub} gives
\begin{equation}
\mu_b=\frac{2(0.03142)}{1+\sqrt{1+4(2.857)(0.03142)}}=0.0290\ \text{eV},
\end{equation}
so $\mu_s=0.2290$ eV and $\alpha\mu_s=0.654$. Then $\gamma(\mu_s)=0.2290\times1.654=0.379$ eV. Since density varies as $\gamma^{3/2}$,
\begin{equation}
n_s=10^{17}\left(\frac{0.379}{0.03142}\right)^{3/2}
\simeq4.2\times10^{18}\ \text{cm}^{-3}.
\end{equation}
For the pressure, $\theta=1.479$, and Eq.~\eqref{eq:P} gives $P(\mu_s)=51.51$ kPa and $P(\mu_b)=0.18$ kPa. The donor term is $N_D\varphi_s=3.20$ kPa. The net stress is $48.13$ kPa, and
\begin{equation}
F_s=\sqrt{\frac{2(4.813\times10^4\ \text{Pa})}{15\,\varepsilon_0}}
=2.69\times10^7\ \text{V/m}=0.269\ \text{MV/cm}.
\end{equation}
Equation~\eqref{eq:moments} gives $N_s=2.23\times10^{12}$ cm$^{-2}$ and $\bar z=7.4$ nm.

Q: And the parabolic answer?

A: Equation~\eqref{eq:par}, with the same mass, doping, permittivity and bending, gives $0.199$ MV/cm. The Kane field is larger by 35\% relative to it. Both formulas give the following fields as the bending changes:
\begin{center}
\begin{tabular}{cccc}
$\varphi_s$ (eV) & Kane (MV/cm) & parabolic (MV/cm) & ratio\\
0.05 & 0.048 & 0.042 & 1.15\\
0.10 & 0.110 & 0.090 & 1.22\\
0.20 & 0.269 & 0.199 & 1.35\\
0.30 & 0.476 & 0.319 & 1.49
\end{tabular}
\end{center}
At vanishing bending the ratio would be $\sqrt{1+2\alpha\mu_b}\simeq1.08$.

Q: A mean depth of 7 nm worries me. How long is the electron wavelength?

A: The surface Fermi wavelength is $2\pi/k_F=12.6$ nm, longer than the mean depth. The product $k_F\bar z$ is 3.7, which is not large. The local approximation is therefore strained here, and confinement has to be calculated.

Q: With what density? You cannot assign a local Fermi sphere to a wave that feels the whole well.

A: Consider an impenetrable wall at $z=0$. At the Fermi level, replace $k_z^2$ in the Kane relation by $-d^2/dz^2$. The allowed in-plane Fermi wavevectors then follow from
\begin{equation}
\left[\frac{d^2}{dz^2}+k_F^2(z)\right]\psi_i=\lambda_i\psi_i,\qquad
k_F^2(z)=\frac{2m^*}{\hbar^2}\gamma(\mu_b+\varphi),
\end{equation}
where $\lambda_i>0$ is the squared in-plane Fermi wavevector of subband $i$. Its Fermi disc holds $2\pi\lambda_i/(2\pi)^2=\lambda_i/2\pi$ electrons per area, so I use
\begin{equation}
n(z)=\frac1{2\pi}\sum_{\lambda_i>0}\lambda_i|\psi_i(z)|^2,\qquad
\int|\psi_i|^2dz=1 .
\end{equation}
In a uniform region the sum becomes
\begin{equation}
n=\int_{-k_F}^{k_F}\frac{dk_z}{2\pi}\,\frac{k_F^2-k_z^2}{2\pi}=\frac{k_F^3}{3\pi^2},
\end{equation}
which is the local density. For a parabolic band, $\psi_i$ does not depend on the in-plane motion, and this is the zero-temperature mean-field density. For the Kane band it is an approximation: it neglects the change of $\psi_i$ with in-plane wavevector and the extra terms that a potential gradient produces when valence amplitudes are eliminated.

Q: What does it do to the field?

A: I solved this equation and Poisson's equation together by finite differences with a spacing of 0.25 nm. The slab was 200 nm thick, with $\psi_i=0$ at both ends, $\varphi=0.20$ eV at the front and zero at the back. The result is 0.180 MV/cm, 33\% below the local Kane value at the same bending. A 250 nm slab, or half the spacing, gives the same field to these digits. The third digit is limited by the approximate density instead: a two-component ($s$, $p$) envelope model with the same dispersion, solved at each in-plane wavevector with the $s$ amplitude zero at the wall, gives about 0.184 MV/cm, 32\% below the local value. In this approximation the wall forces the density to zero at the surface, where the local theory makes it greatest. In the full Kane model the condition at the wall depends on how the wall shifts both band edges. If it raises only the conduction edge without limit, the $s$ amplitude vanishes there, but the valence amplitudes can leave some density. If it also lowers the valence edge without limit, the $s$ amplitude need not vanish either. By Eq.~\eqref{eq:moments}, the lower field means a smaller sheet density, about $1.5\times10^{12}$ cm$^{-2}$, and a larger mean depth, about 11 nm.

Q: Then confinement undoes your nonparabolic correction, and I might as well use the local parabolic formula.

A: The two errors partly cancel in this example: the local parabolic field, 0.199 MV/cm, is 11\% above the confined Kane value. That is no reason to trust it elsewhere. With confinement in both models, the fields are 0.180 MV/cm for Kane and 0.141 MV/cm for parabolic, a ratio of 1.28. Nonparabolicity still matters, though less than the local ratio of 1.35 suggests.

Q: You also set the temperature to zero. Contacts are used at room temperature.

A: Keep the local picture, and let $f(E)$ be the Fermi function with chemical potential $\mu$. Then
\begin{equation}
P_T(\mu)=\int_0^\infty n(E)f(E)\,dE,\qquad
n_T(\mu)=\int_0^\infty n(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Here $n(E)$ is the zero-temperature density filled up to energy $E$. Since $\partial f/\partial\mu=-\partial f/\partial E$, $dP_T/d\mu=n_T$, and the field formula keeps its form. With mass, gap, doping and bending held fixed, numerical integration gives 0.267 MV/cm at 77 K and 0.234 MV/cm at 300 K. The latter is 13\% below the zero-temperature value.

At 300 K neutrality lowers $\mu_b$ from 0.029 eV to nearly zero, so the bulk is no longer degenerate, and $\mu_s$ falls by the same amount. Heating at fixed $\mu$ would instead raise the pressure: integration by parts makes $P_T(\mu)$ an average of the convex function $P(E)$, taken as zero for $E<0$, with a weight symmetric about $\mu$. The fall in $\mu_s$ outweighs this rise.

Q: Does warming bring in holes?

A: Not appreciably in the bulk here. For a rough hole mass $m_h=0.4\,m_0$, the dilute-gas formula
\begin{equation}
p_h=2\left(\frac{m_hk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-(E_g+\mu_b)/k_BT}
\end{equation}
gives about $9\times10^{12}$ cm$^{-3}$ at 300 K, far below $N_D$. The downward bending reduces the hole density further at the surface. The bending is also 0.15 eV less than the gap, so the surface conduction edge stays above the bulk valence edge. If $\varphi_s$ exceeded $E_g$, these energy ranges would overlap and the separate treatment of the bands would need revision.

Q: You promised a price for the two-band dispersion.

A: Use the cubic relation, Eq.~\eqref{eq:cubic}, with a rough $\Delta=0.4$ eV. Restore the free-electron term by replacing $E$ there with $E-\hbar^2k^2/2m_0$, and readjust $p$ to keep the edge mass at $0.025\,m_0$. Integrating the resulting density numerically gives 0.257 MV/cm, 4\% below the two-band value at the same bending and zero temperature.

Q: And exchange?

A: Its size can be estimated for a uniform gas with the surface $k_F$, ignoring the valence part of the states. The exchange energy of an electron on the Fermi surface has magnitude
\begin{equation}
\frac{e^2}{\varepsilon}\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac1{|\mathbf k-\mathbf k'|^2}
=\frac{e^2}{8\pi^3\varepsilon}\,2\pi\int_0^1 2k_Fu\,du
=\frac{e^2k_F}{4\pi^2\varepsilon}.
\end{equation}
The integral is done in spherical coordinates centred on $\mathbf k$: along a direction at angle $\arccos u$ to the inward normal, the sphere extends a distance $2k_Fu$. The result is 0.015 eV, small beside the bending of 0.20 eV. Its effect on the field is not negligible, however. If the local conduction energy is lowered by $e^2k_F/4\pi^2\varepsilon$ in both bulk and layer, with $k_F$ taken from the local density, the local zero-temperature field at the same bending rises by about 5\%, to 0.283 MV/cm.

Q: So what would you tell someone with a real InAs contact?

A: The parameters are rough room-temperature values for InAs, and the doping is moderate. Downward bending of order a tenth of an electronvolt or more and sheet densities of order $10^{12}$ cm$^{-2}$ are plausible for accumulated InAs surfaces, but the 0.20 eV here is an input, not a prediction for a particular metal. At this bending the largest departure found from the local Kane formula is confinement, which lowers the field by 33\% for an impenetrable wall. That wall is an idealization even for a surface facing vacuum. The mass outside is far larger than the mass inside, so continuity of the envelope and its current lets the envelope stay finite at the surface. With a vacuum level 4.9 eV above the surface conduction edge, the free mass outside and the mass $m^*(1+\alpha\mu_s)$ inside, the same confined calculation lowers the field by about 13\% instead of 33\%, no more than heating to 300 K does in the local theory. Such matching is itself rough at an abrupt surface, and the figure is sensitive to it: the edge mass $m^*$ inside would give a reduction of about 4\%, and the mass $m^*(1+2\alpha\mu_s)$ about 18\%. The size of the confinement correction therefore depends on the interface. At an intimate metal contact, wavefunctions also pass between the two materials and interface states carry charge; I have not sized those effects. The separate corrections should not be added, since each was computed with the others absent. For a layer this thin, I would use the local formula only for a rough first estimate. It is worse at weaker bending: at 0.05 eV, with the same doping and wall, confinement lowers the zero-temperature field by nearly half. The size of the field and its dependence on bending need a confined calculation, carried out at the temperature of the contact.
